Maximum depletion width of silicon doped at 10¹⁸ acceptors per cm³

**Question**

I have to calculate the maximum depletion width under the gate of a p-type silicon capacitor at room temperature, with 10¹⁸ acceptors per cm³. I know that a depleted layer carrying a surface potential ψs has the width

W = √(2εψs/(qN)),

but this keeps growing as ψs grows, so I don't see where a maximum comes from. Some of my notes put φF in place of ψs and others put 2φF. Which is right, what number results, and how far can I trust it when the formula ignores all the mobile carriers?

**Answer**

Use 2φF. It is the surface potential at which electrons at the surface become as dense as holes in the bulk. Beyond that point the electrons take up most of the added charge, so the depleted layer widens only slightly. "Maximum" is therefore a convention, and its quality can be checked.

**Setting and conventions**

Let x run from the surface (x = 0) into the silicon. The potential ψ(x) is zero in the neutral bulk and positive at the surface. The gate is wide, so the problem is one-dimensional, and there is no drain or substrate bias, so the silicon is in equilibrium. The acceptors are uniform and fully ionized, and the carriers obey Boltzmann statistics. I take T = 300 K, relative permittivity 11.7 and intrinsic density n_i = 10¹⁰ cm⁻³; the last two are rough typical values. The thermal voltage is V = kT/q = 0.02585 V.

**The surface potential at onset**

In the bulk the hole density is N, apart from a negligible number of electrons. Since np = n_i² in equilibrium, the bulk electron density is n_i²/N. A positive potential repels holes and attracts electrons:

p = N exp(−ψ/V),  n = (n_i²/N) exp(ψ/V).

The Fermi potential φF is defined by N = n_i exp(φF/V), so

φF = V ln(N/n_i) = 0.02585 V × 18.4207 = 0.4762 V.

At ψs = φF the surface has n = p = n_i. It is merely intrinsic, with far too few electrons to matter. Strong inversion is taken to begin when the surface electron density reaches N:

(n_i²/N) exp(ψs/V) = N
exp(ψs/V) = (N/n_i)²
ψs = 2V ln(N/n_i) = 2φF = 0.9524 V.

**The width**

In the depletion approximation there are no mobile carriers for 0 < x < W, and the silicon is neutral beyond W. The charge density in the layer is −qN, so Poisson's equation ψ″ = −ρ/ε becomes

ψ″ = qN/ε.

At x = W both ψ and ψ′ vanish, because potential and field join those of the neutral bulk. Integrating twice from W gives

ψ′(x) = −(qN/ε)(W − x),
ψ(x) = (qN/2ε)(W − x)².

Setting ψ(0) = 2φF:

qNW²/(2ε) = 2φF
W = √(4εφF/(qN)).

The 4 is the 2 of your formula times the 2 in 2φF. With ε = 1.0359 × 10⁻¹² F/cm and qN = 0.1602 C/cm³,

W² = 4 × 1.0359 × 10⁻¹² × 0.4762 / 0.1602 cm² = 1.232 × 10⁻¹¹ cm²
W = 3.51 × 10⁻⁶ cm = 35 nm.

The surface field, −ψ′(0), is

Fs = qNW/ε = 0.543 MV/cm.

The width depends on doping through both N and the logarithm in φF. Differentiating ln W = ½ ln φF − ½ ln N + constant gives

d ln W/d ln N = −½[1 − 1/ln(N/n_i)] = −0.47.

A 1% rise in doping thus narrows the layer by about 0.47%, at fixed temperature.

**What the mobile carriers do at onset**

Now keep holes and electrons. With r = (n_i/N)² = 10⁻¹⁶, and with the bulk neutral, Poisson's equation reads

ψ″ = (qN/ε)[1 − exp(−ψ/V) + r(exp(ψ/V) − 1)].

Multiply by ψ′. The left side becomes ½ d(ψ′²)/dx, and on the right ψ′dx = dψ. Integrating from the bulk, where ψ = ψ′ = 0, gives the field F = −ψ′ as a function of the local potential:

F² = (2qN/ε){ψ + V[exp(−ψ/V) − 1] + r[V(exp(ψ/V) − 1) − ψ]}.

At onset exp(ψs/V) = 1/r. The hole term is then V(r − 1), and the electron term is V(1 − r) − rψs. The two V terms cancel, leaving

Fs² = (2qN/ε)ψs(1 − r).

By Gauss's law the total charge per area in the silicon has magnitude εFs. At onset it therefore equals the depletion-approximation value qNW, apart from a relative correction of order 10⁻¹⁶. A finite-difference solution of the full Poisson equation, made without this integral, was tested at N = 10¹⁶, 10¹⁷ and 10¹⁸ cm⁻³, each at its own onset. The total charge agreed with qNW to a relative 1.4 × 10⁻⁶ or better.

The agreement concerns the total, not the shape. At 10¹⁸ cm⁻³ the hole density climbs from 10% to 90% of its bulk value over 14 nm, so the edge is far from sharp. A width that still has a clear meaning is the equivalent width

W_eq = ∫(1 − p/N) dx,

the thickness of a fully depleted layer with the same uncovered acceptor charge. The full solution gives 34.6 nm, which is 1.4% below W. The size of this deficit follows from the integral above. With holes but no electrons, ψs in Fs² is replaced by ψs − V, which lowers the charge by the fraction

V/(2ψs) = 0.02585/(2 × 0.9524) = 1.4%

to leading order. At onset the electrons supply the missing part, with a sheet density of 4.9 × 10¹⁰ cm⁻², against 3.5 × 10¹² cm⁻² for NW.

**Why the growth nearly stops**

Since dx = −dψ/F, the equivalent width can be written as an integral over potential:

W_eq = ∫₀^ψs [1 − exp(−ψ/V)] dψ/F(ψ).

The function F(ψ) does not depend on ψs, so raising ψs just extends the upper limit. The first factor is practically 1 there, and hence

dW_eq/dψs = 1/Fs.

Well beyond onset the electron term dominates F², and F grows as exp(ψ/2V). The integral then converges: in this classical model the equivalent width has a finite limit, 37.0 nm. The approach to it is as follows, with bending measured from onset:

+0.05 V: W_eq = 35.5 nm, electrons 3.2 × 10¹¹ cm⁻²
+0.10 V: W_eq = 36.2 nm, electrons 1.8 × 10¹² cm⁻²
+0.15 V: W_eq = 36.7 nm, electrons 7.5 × 10¹² cm⁻²

From onset to +0.15 V the electron density rises about 150-fold, while the equivalent width rises by 6%. Your formula with a growing ψs misses this because it contains no electrons. The conventional 35 nm lies about 5% below the classical limit. The last two rows stretch Boltzmann statistics: the surface electron density there would be 1.7 and 12 times the conduction-band density of states, 2.7 × 10¹⁹ cm⁻³. With Fermi statistics the widths change by less than 0.1 nm, but the electron sheet densities drop to 1.5 × 10¹² and 4.5 × 10¹² cm⁻², a rise of about 90-fold from onset. The 37.0 nm limit belongs to the Boltzmann model only; with Fermi statistics the width keeps creeping up, to 37.4 nm at an oxide field of 10 MV/cm.

**Corrections from the material**

For a small change δψ in the onset bending at fixed doping, W ∝ √ψs gives

δW/W ≈ δψ/(2ψs).

Each effect below is taken alone, and its percentage is relative to the 35 nm result.

Fermi statistics for the bulk holes and surface electrons raise the bending by 0.7 mV, or 0.04% in width. At onset degeneracy is negligible because N is well below the band densities of states, 2.7 × 10¹⁹ cm⁻³ for electrons and 2.4 × 10¹⁹ cm⁻³ for holes; the hole value is the one implied by n_i, the gap and the electron value.

Incomplete ionization lowers the bulk hole density p₀. For an isolated acceptor level E_A = 45 meV above the valence band, with degeneracy 4 and valence density of states N_v,

p₀²/(N − p₀) = (N_v/4) exp(−E_A/kT),

which gives p₀/N = 0.63. If onset means n = p₀ at the surface, the bending changes by 2V ln(0.63) = −24 mV and the width by −1.3%. This keeps the acceptors in the depleted layer fully charged; letting those near the edge stay partly neutral lowers the total charge at onset by 1.9% instead. Treating the acceptors as isolated is doubtful at this doping, so the figure shows a size, not a precise correction.

Band-gap narrowing, taken as a rough 40 meV throughout the silicon, multiplies n_i² by exp(40 meV/kT). As 2φF = V ln(N²/n_i²), the bending falls by 40 mV and the width by 2.1%. Doubling n_i, as a measure of uncertainty in that input, lowers the width by 1.9%.

**Quantum confinement of the electrons**

The surface field squeezes the electrons into a narrow well. Near the surface the potential energy is qFs·x, with an impenetrable wall at x = 0. For mass m across the layer, the Schrödinger equation is

−(ħ²/2m)χ″ + qFs·x χ = Eχ,  χ(0) = 0.

Define the length ℓ = [ħ²/(2m qFs)]^(1/3) and the variable s = x/ℓ − E/(qFsℓ). The equation becomes d²χ/ds² = sχ, whose decaying solution is the Airy function Ai(s). Its first zero is at s = −2.338, and this must fall at x = 0, so

E₁ = 2.338 qFsℓ.

On a (100) surface, two of silicon's six conduction valleys have the heavy mass, 0.92 electron masses, across the layer. They give E₁ = 116 meV. Diagonalization in the actual parabolic potential gives 114 meV, so the straight-line well is adequate for this level.

Because the lowest state lies above the band edge, more bending is needed for the same number of electrons. I now redefine onset as the bending at which the quantum sheet density equals the classical onset value, 4.9 × 10¹⁰ cm⁻². Each level j contributes

n_j = g m_d kT/(πħ²) · ln{1 + exp[−(Δ + E_j)/kT]},

where g is the number of valleys, m_d is the in-plane density-of-states mass and Δ is the surface band edge minus the Fermi level. The two heavy valleys have m_d = 0.19 electron masses. The other four have 0.19 across the layer and m_d = √(0.92 × 0.19) in the plane. Summing the levels of the straight-line well and solving for the bending, with the field updated as it changes, gives a shift of +85 mV. This is an overestimate. The real potential flattens with depth, and a self-consistent solution in it gives 82 mV. The wall is also not impenetrable: a 3.1 eV oxide barrier, with a rough oxide mass of 0.5 electron masses, brings the shift to about 74 mV, or 3.8% in width. With the 85 mV shift the width rises by 4.4%, to 36.6 nm. This is the value at onset. Deeper in inversion the confined layer needs more bending still: at 7.5 × 10¹² electrons per cm² a self-consistent solution gives an equivalent width of about 38 nm, some 8% above 35 nm.

**Comparison with real devices**

A channel doping near 10¹⁸ cm⁻³ is a plausible rough value for a short-channel planar bulk transistor, and the other inputs above are ordinary for silicon. Among the effects sized here, confinement moves the result most, by about +4% at onset and about +8% in strong inversion. Operation at 358 K, with the gap held fixed, raises n_i to 4.4 × 10¹¹ cm⁻³ and lowers the width by 2.6%. The real gap shrinks on heating, which raises n_i further and lowers the width by roughly another 1%. A real channel may also have non-uniform doping, and a short gate lets source and drain shape the potential; this one-dimensional calculation sizes neither. With a silicon dioxide insulator (relative permittivity 3.9) and no interface charge, continuity of εF gives an oxide field of 0.543 × 11.7/3.9 = 1.63 MV/cm at onset, well below a rough breakdown field of 10 MV/cm.

Band-to-band tunnelling across the layer needs the surface conduction band to drop below the bulk valence band, which means a bending energy above the gap. At the simple onset the bending is 0.168 eV short of the 1.12 eV gap. Gap narrowing leaves this margin unchanged, because it lowers the gap and the onset bending by the same 40 meV. The quantum shift cuts the margin to about 0.08 eV, measured to the band edge. The output's last margin, 0.042 eV, narrows the gap without lowering the onset bending, so it is 40 meV too small. More gate bending can close it, but in equilibrium there is still no net tunnelling current. A reverse substrate bias is different: it removes equilibrium and adds to the bending at onset, so both the 2φF condition and the absence of tunnelling current must then be reconsidered.

For your exercise, quote 35 nm. The corrections have both signs and the larger ones amount to several percent each, so further digits would describe the formula and not the silicon. The numerical output below lists the values in full.

Computed values

```
Temperature: 300 K
Acceptor density: 1.0e+18 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Relative permittivity, silicon: 11.7
Thermal voltage: 0.02585 V
ln(N/n_i): 18.4207
Fermi potential: 0.4762 V
Surface bending at onset: 0.9524 V
Permittivity: 1.0359e-12 F/cm
Maximum depletion width W: 35.09 nm
Maximum depletion width W: 3.509e-06 cm
Surface field: 0.543 MV/cm
Acceptor sheet density N W: 3.509e+12 cm^-2
Worst total-charge deviation, 3 dopings: 1.4e-06
Equivalent width, full Poisson: 34.61 nm
Equivalent width, quadrature: 34.61 nm
Hole-tail effect on width: -1.39 %
Bulk Debye length: 4.09 nm
Edge, holes 10 to 90 percent: 14.1 nm
Electron sheet density at onset: 4.87e+10 cm^-2
Bending +0.05 V: width 35.49 nm, electrons 3.16e+11 cm^-2
Bending +0.10 V: width 36.23 nm, electrons 1.79e+12 cm^-2
Bending +0.15 V: width 36.66 nm, electrons 7.50e+12 cm^-2
Classical limiting width: 36.98 nm
Band gap: 1.12 eV
Electron masses: 0.92, 0.19 m_e
Conduction-band density of states: 2.74e+19 cm^-3
Valence-band density of states: 2.38e+19 cm^-3
Fermi-statistics shift of bending: 0.72 mV
Fermi-statistics effect: +0.04 %
Acceptor level: 45 meV
Ionized fraction in bulk: 0.63
Ionization effect: -1.3 %
Gap narrowing: 40 meV
Gap-narrowing effect: -2.1 %
Doubled n_i effect: -1.9 %
Warm temperature: 358 K
Intrinsic density when warm: 4.4e+11 cm^-3
Warm-operation effect: -2.6 %
Lowest electron level, triangular well: 116 meV
Lowest level, parabolic potential: 114 meV
Quantum shift of onset bending: 85 mV
Quantum effect on width: +4.4 %
Width with quantum shift: 36.6 nm
Gap minus bending: 0.168 eV
Same, with narrowing and quantum shift: 0.042 eV
Relative permittivity, oxide: 3.9
Oxide field at onset: 1.63 MV/cm
```
